# Why a lowest pass has one downhill direction: the Murrell–Laidler theorem: verification in Python

```python
"""
Result under test: the lowest pass between two minima of a smooth energy V
needs only stationary points with exactly one negative Hessian eigenvalue.
A stationary point with two or more negative eigenvalues can be bypassed.

Worked model: two coupled threefold rotors with angles phi1, phi2 (rad),
  V = B1/2 (1-cos 3phi1) + B2/2 (1-cos 3phi2) + K sin 3phi1 sin 3phi2,
with B1, B2, K in kJ/mol.  Pass level c: smallest possible highest energy
on a path from (0,0) to (2pi/3, 2pi/3).
Local model: x, y, w are dimensionless displacements from a stationary
point of energy zero; x and y are downhill directions, w is the rest.
"""
import heapq
import numpy as np
from scipy import constants, ndimage
from scipy.optimize import root, brentq

B1, B2, K = 12.0, 10.0, 2.0
PERIOD = 2 * np.pi / 3
rng = np.random.default_rng(5)


def energy(p):
    a, b = 3 * p[0], 3 * p[1]
    return (B1 / 2 * (1 - np.cos(a)) + B2 / 2 * (1 - np.cos(b))
            + K * np.sin(a) * np.sin(b))


def gradient(p):
    a, b = 3 * p[0], 3 * p[1]
    return 3 * np.array([B1 / 2 * np.sin(a) + K * np.cos(a) * np.sin(b),
                         B2 / 2 * np.sin(b) + K * np.sin(a) * np.cos(b)])


def hessian(p, h=1e-3):
    """Second derivatives from energies alone, by central differences."""
    p = np.asarray(p, float)
    e = h * np.eye(2)
    out = np.empty((2, 2))
    for i in range(2):
        for j in range(2):
            out[i, j] = (energy(p + e[i] + e[j]) - energy(p + e[i] - e[j])
                         - energy(p - e[i] + e[j])
                         + energy(p - e[i] - e[j])) / (4 * h * h)
    return out


# gradient against finite differences of the energy
for p in rng.uniform(0, 2 * np.pi, (10, 2)):
    fd = [(energy(p + d) - energy(p - d)) / 2e-5 for d in 1e-5 * np.eye(2)]
    assert np.allclose(fd, gradient(p), atol=1e-5)

# ---- all stationary points of one cell, found from many starts
found = {}
for s1 in (np.arange(12) + 0.37) * PERIOD / 12:
    for s2 in (np.arange(12) + 0.21) * PERIOD / 12:
        sol = root(gradient, [s1, s2])
        if sol.success and np.linalg.norm(gradient(sol.x)) < 1e-6:
            assert np.all(np.abs(np.sin(3 * sol.x)) < 1e-6)
            kind = tuple(int(k) % 2 for k in np.round(3 * sol.x / np.pi))
            found[kind] = sol.x
assert len(found) == 4
print(f"B1, B2, K = {B1:.1f}, {B2:.1f}, {K:.1f} kJ/mol")
print("Stationary points (3phi1/pi, 3phi2/pi), energy in kJ/mol,")
print("Hessian eigenvalues in kJ/mol/rad^2, number of negative ones:")
expected_index = {(0, 0): 0, (1, 0): 1, (0, 1): 1, (1, 1): 2}
for kind in sorted(found):
    H = hessian(found[kind])
    lam = np.linalg.eigvalsh(H)
    negative = int(np.sum(lam < 0))
    assert negative == expected_index[kind]
    for _ in range(20):   # coordinate changes keep the signs
        J = rng.normal(size=(2, 2))
        if abs(np.linalg.det(J)) > 0.1:
            changed = np.linalg.eigvalsh(J.T @ H @ J)
            assert int(np.sum(changed < 0)) == negative
    print(f"  {kind}: V = {energy(found[kind]):.3f},"
          f" eigenvalues {lam[0]:.2f}, {lam[1]:.2f}, negative: {negative}")

hilltop = np.array([np.pi / 3, np.pi / 3])
spread = np.sqrt((B1 - B2) ** 2 / 16 + K ** 2)
formula = 9 * (-(B1 + B2) / 4 + np.array([-spread, spread]))
assert np.allclose(np.linalg.eigvalsh(hessian(hilltop)), formula, atol=1e-2)

# ---- pass level by a search over all grid paths on the periodic surface
N = 180
step = 2 * np.pi / N
nodes = (np.arange(N) + 0.3) * step
grid_energy = energy(np.meshgrid(nodes, nodes, indexing="ij"))


def lowest_path(values, start, goal):
    """Path with the smallest possible highest value (periodic grid)."""
    best = np.full(values.shape, np.inf)
    best[start] = values[start]
    previous, heap = {}, [(values[start], start)]
    while heap:
        level, here = heapq.heappop(heap)
        if here == goal:
            break
        if level > best[here]:
            continue
        for di in (-1, 0, 1):
            for dj in (-1, 0, 1):
                new = ((here[0] + di) % N, (here[1] + dj) % N)
                trial = max(level, values[new])
                if trial < best[new]:
                    best[new] = trial
                    previous[new] = here
                    heapq.heappush(heap, (trial, new))
    path = [goal]
    while path[-1] != start:
        path.append(previous[path[-1]])
    return path[::-1]


path = lowest_path(grid_energy, (0, 0), (N // 3, N // 3))
top_node = max(path, key=lambda ij: grid_energy[ij])
grid_level = grid_energy[top_node]
refined = root(gradient, [nodes[top_node[0]], nodes[top_node[1]]])
assert np.linalg.norm(gradient(refined.x)) < 1e-6
c = energy(refined.x)
lam_pass = np.linalg.eigvalsh(hessian(refined.x))
assert int(np.sum(lam_pass < 0)) == 1
assert abs(c - max(B1, B2)) < 1e-8
# grid error: half the largest curvature times the squared node diagonal
grid_error = 0.5 * 9 * (max(B1, B2) / 2 + K) * 2 * step ** 2
assert abs(grid_level - c) < grid_error

# wall that every path must cross, and the one-after-the-other path
t = np.linspace(0, 1, 2001)
wall = energy([np.full_like(t, np.pi / 3), 2 * np.pi * t])
first = energy([PERIOD * t, 0 * t])
second = energy([PERIOD + 0 * t, PERIOD * t])
together = energy([PERIOD * t, PERIOD * t])
assert abs(wall.min() - c) < 1e-8
assert abs(max(first.max(), second.max()) - c) < 1e-8
assert abs(together.max() - energy(hilltop)) < 1e-8
to_ev = 1e3 / (constants.N_A * constants.e)
print(f"Grid search: {N} x {N} nodes, pass level {grid_level:.3f} kJ/mol,"
      f" error bound {grid_error:.3f} kJ/mol")
print(f"Refined pass level c = {c:.3f} kJ/mol = {c * to_ev:.4f} eV")
print(f"Eigenvalues at the pass: {lam_pass[0]:.2f}, {lam_pass[1]:.2f}"
      " kJ/mol/rad^2")
print(f"Lowest energy on the wall 3phi1 = pi: {wall.min():.3f} kJ/mol")
print(f"Highest energy, rotor 1 turning alone: {first.max():.3f} kJ/mol")
print(f"Highest energy, rotor 2 turning alone: {second.max():.3f} kJ/mol")
print(f"Highest energy, both together: {together.max():.3f} kJ/mol"
      f" = {together.max() * to_ev:.4f} eV")

# ---- small detour around the hilltop
radius = 0.1
offsets = np.linspace(-radius, radius, 9)
mu_hill = min(-np.linalg.eigvalsh(hessian(hilltop + [d1, d2]))[-1]
              for d1 in offsets for d2 in offsets)
line = np.array([PERIOD * t, PERIOD * t])
outside = np.linalg.norm(line - hilltop[:, None], axis=0) >= radius
angle = np.linspace(np.pi / 4, 5 * np.pi / 4, 1001)
arc = hilltop[:, None] + radius * np.array([np.cos(angle), np.sin(angle)])
detour_top = max(energy(line[:, outside]).max(), energy(arc).max())
detour_bound = energy(hilltop) - mu_hill * radius ** 2 / 2
assert mu_hill > 0 and detour_top <= detour_bound + 1e-9
print(f"Detour radius {radius:.2f} rad, least downward curvature mu ="
      f" {mu_hill:.2f} kJ/mol/rad^2")
print(f"Highest energy with detour: {detour_top:.3f} kJ/mol,"
      f" guaranteed bound {detour_bound:.3f} kJ/mol")

# ---- connected low regions around stationary points of each type
axis = (np.arange(60) - 29.5) * 0.01
X, Y, W = np.meshgrid(axis, axis, axis, indexing="ij")


def mixing(x, y, w):
    return 0.5 * (x * y * w + x * w ** 2 - y ** 2 * w) + 0.4 * x ** 3


cases = [
    ("no negative eigenvalue", X**2 + 1.3*Y**2 + 1.7*W**2 + mixing(X, Y, W), 0),
    ("one negative", -X**2 + 1.3*Y**2 + 1.7*W**2 + mixing(X, Y, W), 2),
    ("two negative", -X**2 - 1.3*Y**2 + 1.7*W**2 + mixing(X, Y, W), 1),
    ("three negative", -X**2 - 1.3*Y**2 - 1.7*W**2 + mixing(X, Y, W), 1),
    ("two negative, one zero", -X**2 - 1.3*Y**2 + W**3 + mixing(X, Y, W), 1),
    ("monkey saddle, none negative", X**3 - 3*X*Y**2 + W**2, 3),
]
print("Separate regions below the stationary energy, three coordinates:")
for name, values, expected in cases:
    count = ndimage.label(values < 0)[1]
    assert count == expected, (name, count)
    print(f"  {name}: {count}")

# ---- explicit bypass arcs on a generic surface with two downhill directions


def local_energy(x, y, w):
    return -x**2 - 1.3 * y**2 + 1.7 * w**2 + mixing(x, y, w)


def ridge(w):
    """Maximum over (x, y) at fixed w."""
    return root(lambda u: [-2*u[0] + 0.5*(u[1]*w + w*w) + 1.2*u[0]**2,
                           -2.6*u[1] + 0.5*(u[0]*w - 2*u[1]*w)], [0, 0]).x


rho, delta = 0.2, 0.11
w_values = np.linspace(-delta, delta, 45)
mu = min(-np.linalg.eigvalsh([[-2 + 2.4*x, 0.5*w], [0.5*w, -2.6 - w]])[-1]
         for x in np.linspace(-0.21, 0.21, 43) for w in w_values)
ridge_top = max(local_energy(*ridge(w), w) for w in w_values)
assert ridge_top < mu * rho ** 2 / 2


def outward(w, s, theta):
    center = ridge(w)
    radii = np.linspace(s, rho, 40)
    return local_energy(center[0] + radii * np.cos(theta),
                        center[1] + radii * np.sin(theta), w)


def random_low_point():
    while True:
        w, s = rng.uniform(-delta, delta), rng.uniform(0, rho)
        theta = rng.uniform(0, 2 * np.pi)
        center = ridge(w)
        if local_energy(center[0] + s*np.cos(theta),
                        center[1] + s*np.sin(theta), w) < 0:
            return w, s, theta


pairs, highest_shell = 100, -np.inf
for _ in range(pairs):
    one, two = random_low_point(), random_low_point()
    for point in (one, two):
        leg = outward(*point)
        assert np.all(np.diff(leg) < 1e-14) and leg.max() < 0
    for f in np.linspace(0, 1, 21):
        w = (1 - f) * one[0] + f * two[0]
        theta = (1 - f) * one[2] + f * two[2]
        center = ridge(w)
        shell = local_energy(center[0] + rho * np.cos(theta),
                             center[1] + rho * np.sin(theta), w)
        assert shell <= local_energy(*center, w) - mu*rho**2/2 + 1e-12
        assert shell < 0
        highest_shell = max(highest_shell, shell)
print(f"Bypass arcs (dimensionless): rho = {rho:.2f}, delta = {delta:.2f},"
      f" mu = {mu:.3f}")
print(f"  ridge top {ridge_top:.4f} < mu rho^2/2 = {mu * rho**2 / 2:.4f}")
print(f"  {pairs} pairs joined below zero, highest shell energy"
      f" {highest_shell:.4f}")

# ---- steepest descent of a whole path


def pass_distance(p):
    d1, d2 = p[0] - np.pi / 3, p[1]
    d1 = d1 - PERIOD * np.round(d1 / PERIOD)
    d2 = d2 - PERIOD * np.round(d2 / PERIOD)
    return np.hypot(d1, d2)


ball, flow_time, band = 0.1, 1.0, 0.5
fine = np.linspace(0, PERIOD, 801)
cell = np.array(np.meshgrid(fine, fine, indexing="ij"))
cell_energy = energy(cell)
in_band = ((cell_energy >= c) & (cell_energy <= c + band)
           & (pass_distance(cell) >= ball / 2))
g = np.sqrt((gradient(cell) ** 2).sum(axis=0))[in_band].min()
# factor 0.9 covers the finite grid used for g
eps = min(band, 0.9 * g * ball / 2, 0.9 * g * g * flow_time)

reach = brentq(lambda s: energy([s, s]) - c - 0.04, 0.0, np.pi / 3)
out_and_back = reach * (1 - np.abs(2 * t - 1))
points = np.hstack([np.array([out_and_back, out_and_back]),
                    np.array([PERIOD * t, 0.04 * np.sin(np.pi * t)])])
start_energy = energy(points)
start_top = start_energy.max()
assert c < start_top < c + eps
stray_before = int(np.sum((start_energy >= c) & (pass_distance(points) >= ball)))
assert stray_before > 0
dt = 0.002
for _ in range(int(round(flow_time / dt))):
    k1 = -gradient(points)
    k2 = -gradient(points + dt / 2 * k1)
    k3 = -gradient(points + dt / 2 * k2)
    k4 = -gradient(points + dt * k3)
    points = points + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
stray_after = int(np.sum((energy(points) >= c) & (pass_distance(points) >= ball)))
assert stray_after == 0
print(f"Descent: ball radius r = {ball:.2f} rad, time T = {flow_time:.1f}"
      " rad^2 mol/kJ")
print(f"  least gradient g = {g:.3f} kJ/mol/rad, allowed excess eps ="
      f" {eps:.4f} kJ/mol")
print(f"  starting path: highest energy {start_top:.4f} kJ/mol")
print(f"  path points at or above c and outside the balls: {stray_before}"
      f" before, {stray_after} after")

print("every check passed")
```

Output:

```
B1, B2, K = 12.0, 10.0, 2.0 kJ/mol
Stationary points (3phi1/pi, 3phi2/pi), energy in kJ/mol,
Hessian eigenvalues in kJ/mol/rad^2, number of negative ones:
  (0, 0): V = -0.000, eigenvalues 30.95, 68.05, negative: 0
  (0, 1): V = 10.000, eigenvalues -48.17, 57.17, negative: 1
  (1, 0): V = 12.000, eigenvalues -57.17, 48.17, negative: 1
  (1, 1): V = 22.000, eigenvalues -68.05, -30.95, negative: 2
Grid search: 180 x 180 nodes, pass level 11.998 kJ/mol, error bound 0.088 kJ/mol
Refined pass level c = 12.000 kJ/mol = 0.1244 eV
Eigenvalues at the pass: -57.17, 48.17 kJ/mol/rad^2
Lowest energy on the wall 3phi1 = pi: 12.000 kJ/mol
Highest energy, rotor 1 turning alone: 12.000 kJ/mol
Highest energy, rotor 2 turning alone: 10.000 kJ/mol
Highest energy, both together: 22.000 kJ/mol = 0.2280 eV
Detour radius 0.10 rad, least downward curvature mu = 28.74 kJ/mol/rad^2
Highest energy with detour: 21.845 kJ/mol, guaranteed bound 21.856 kJ/mol
Separate regions below the stationary energy, three coordinates:
  no negative eigenvalue: 0
  one negative: 2
  two negative: 1
  three negative: 1
  two negative, one zero: 1
  monkey saddle, none negative: 3
Bypass arcs (dimensionless): rho = 0.20, delta = 0.11, mu = 1.493
  ridge top 0.0206 < mu rho^2/2 = 0.0299
  100 pairs joined below zero, highest shell energy -0.0200
Descent: ball radius r = 0.10 rad, time T = 1.0 rad^2 mol/kJ
  least gradient g = 2.402 kJ/mol/rad, allowed excess eps = 0.1081 kJ/mol
  starting path: highest energy 12.0407 kJ/mol
  path points at or above c and outside the balls: 5 before, 0 after
every check passed
```
